\section*{Hole Density from Transfer Doping of Hydrogen-Terminated Diamond}

\section{Definitions and conventions}

Undoped diamond with a hydrogen-terminated surface fills the half-space $z>0$. A thin layer at $z=-d$ contains $N_A$ acceptor sites per unit area, each able to take one electron. The region between them holds no charge. Electrons that leave the diamond valence band for the acceptors leave behind $P$ holes per unit area. The task is to find $P$ in thermal equilibrium.

Rydberg atomic units are used: $\hbar=1$, the free-electron mass is $1/2$, and $e^2=2$. Lengths are in Bohr radii $a_0$ and energies in Ry. Two unit charges in vacuum thus interact with energy $2/r$. A hole of mass $\mu$ free-electron masses has the kinetic energy operator $-\mu^{-1}\nabla^2$.

The valence band is modelled by $\nu$ equal, isotropic, spin-degenerate bands. The permittivities are $\varepsilon$ in diamond and $\varepsilon_i$ in the gap. Electron energies are $E_V(0)$ for the valence edge at the surface, $E_A$ for the acceptor level and $E_F$ for the Fermi level. Before any transfer the acceptor level lies below the surface valence edge by
\begin{equation}
\Delta_0=\chi_A-I ,
\end{equation}
where $\chi_A$ is the electron affinity of an acceptor in its layer and $I$ is the ionization energy of the hydrogenated surface. The dipole of the C--H bonds lowers $I$ and is thereby contained in $\Delta_0$; it must not be added again.

Charge is taken as uniform along the surface, and holes interact through their mean electrostatic (Hartree) field.

\section{Fields created by the transfer}

Neutrality requires $P$ negatively charged acceptors per area. Let $n(z)$ be the hole density and $V(z)$ the electrostatic energy of a hole, with $V(0)=0$. Since $e^2=2$, Poisson's equation is
\begin{equation}
V''=-\frac{8\pi}{\varepsilon}n,\qquad
V'(z)=\frac{8\pi}{\varepsilon}\int_z^\infty n(z')\,dz' .
\label{poisson}
\end{equation}
The second form uses zero field deep in the diamond. At the surface the slope is
\begin{equation}
F\equiv V'(0)=\frac{8\pi P}{\varepsilon}.
\end{equation}
It is positive: a hole gains energy on moving inward, so it is held at the surface.

The displacement is continuous across the interface, so the hole energy has slope $8\pi P/\varepsilon_i$ in the gap. An electron has the opposite slope, and its energy at the acceptors is therefore raised relative to the diamond surface by $8\pi dP/\varepsilon_i$:
\begin{equation}
E_A-E_V(0)=-\Delta_0+\frac{8\pi d}{\varepsilon_i}P .
\label{shift}
\end{equation}
Each transferred electron makes the next transfer less favourable.

\section{The common Fermi level}

Define the hole chemical potential relative to the surface edge,
\begin{equation}
\mu_h=E_V(0)-E_F .
\end{equation}
Adding $\mu_h$ to \eqref{shift} gives $E_A-E_F=\mu_h-\Delta_0+8\pi dP/\varepsilon_i$.

A neutral site has statistical weight $g_0$, and a charged one $g_1e^{-(E_A-E_F)/kT}$. With $\gamma=g_0/g_1$, the charged density is
\begin{equation}
P=\frac{N_A}{1+\gamma e^{(E_A-E_F)/kT}} .
\end{equation}
For a closed-shell neutral molecule and a spin-doublet anion, $\gamma=1/2$. Solving for the exponent gives
\begin{equation}
E_A-E_F=kT\ln\frac{N_A-P}{\gamma P}.
\end{equation}
Equating the two expressions for $E_A-E_F$ and moving the logarithm across yields
\begin{equation}
\Delta_0=\mu_h(P)+\frac{8\pi d}{\varepsilon_i}P
+kT\ln\frac{\gamma P}{N_A-P}.
\label{general}
\end{equation}
What remains is the function $\mu_h(P)$, the cost of accommodating holes in the diamond.

\section{A hole confined by its own field}

The barrier at $z=0$ is treated as a hard wall, and all holes are first placed in the lowest subband. A normalized trial function that vanishes at the wall is
\begin{equation}
\psi(z)=\sqrt{b^3/2}\;z\,e^{-bz/2},\qquad
\langle z\rangle=\frac{b^3}{2}\,\frac{3!}{b^4}=\frac3b .
\end{equation}
Its kinetic energy is
\begin{align}
\frac1\mu\int_0^\infty\psi'^2dz
&=\frac{b^3}{2\mu}\int_0^\infty
\left(1-bz+\frac{b^2z^2}{4}\right)e^{-bz}dz\nonumber\\
&=\frac{b^3}{2\mu}\left(\frac1b-\frac1b+\frac1{2b}\right)
=\frac{b^2}{4\mu}.
\end{align}

For the electrostatic energy, let $Q(z)$ be the fraction of holes deeper than $z$:
\begin{equation}
Q(z)=\int_z^\infty\psi^2dz'=e^{-bz}\left(1+bz+\tfrac12b^2z^2\right).
\end{equation}
Equation \eqref{poisson} gives $V'=FQ$. Because $\psi^2=-Q'$, integration by parts, whose boundary terms vanish, gives
\begin{align}
\langle V\rangle&=-\int_0^\infty Q'V\,dz=F\int_0^\infty Q^2dz\nonumber\\
&=\frac Fb\int_0^\infty e^{-2s}
\left(1+2s+2s^2+s^3+\tfrac14s^4\right)ds\nonumber\\
&=\frac Fb\left(\tfrac12+\tfrac12+\tfrac12+\tfrac38+\tfrac3{16}\right)
=\frac{33F}{16b}.
\end{align}

The total energy must count each pair of holes once, so the energy per hole contains half of $\langle V\rangle$:
\begin{equation}
w(b)=\frac{b^2}{4\mu}+\frac{33F}{32b}.
\end{equation}
Setting the derivative to zero,
\begin{equation}
\frac b{2\mu}-\frac{33F}{32b^2}=0
\quad\Longrightarrow\quad b^3=\frac{33}{16}\mu F .
\label{b}
\end{equation}
The subband energy is the energy of one hole in the field of all, and contains the whole of $\langle V\rangle$. By \eqref{b}, $33F/16=b^3/\mu$, hence
\begin{equation}
E_0=\frac{b^2}{4\mu}+\frac{b^2}{\mu}=\frac{5b^2}{4\mu}
=a\left(\frac{F^2}{\mu}\right)^{1/3},\qquad
a=\frac54\left(\frac{33}{16}\right)^{2/3}\simeq2.025 .
\label{E0}
\end{equation}

\subsection*{The direction of the error}

Measure length in units of $(\mu F)^{-1/3}$. Kinetic and electrostatic energies then both scale as $(F^2/\mu)^{1/3}$, so the true minimum energy per hole in this one-subband problem is $w=c\,(F^2/\mu)^{1/3}\propto P^{2/3}$, with $c$ a pure number. At the minimum, a change of the wave function does not alter the energy to first order. Differentiating the total $Pw$ with respect to $P$ therefore amounts to adding one hole at fixed wave function, which costs $E_0$:
\begin{equation}
E_0=\frac{d(Pw)}{dP}=\frac53w .
\end{equation}
The trial function obeys the same relation, with $w=3b^2/(4\mu)$. Since its $w$ cannot lie below the true minimum, its $E_0$ is also an upper bound within the one-subband Hartree model. A self-consistent finite-difference solution replaces $a$ by $1.995$; the trial value is $1.5\%$ above this.

\section{Filling the subband}

Motion along the surface adds an energy $k^2/\mu$. The number of states per area below $E$ is
\begin{equation}
2\nu\frac{\pi k^2}{(2\pi)^2}=\frac{\nu\mu}{2\pi}E\equiv DE ,
\end{equation}
so the density of states $D=\nu\mu/(2\pi)$ is constant. Fermi statistics gives
\begin{align}
P&=D\int_0^\infty\frac{dE}{1+e^{(E_0+E-\mu_h)/kT}}
=DkT\ln\left(1+e^{(\mu_h-E_0)/kT}\right),\\
\mu_h&=E_0+kT\ln\left(e^{P/(DkT)}-1\right).
\label{muh}
\end{align}

\section{The equation for the hole density}

Inserting \eqref{E0} and \eqref{muh} into \eqref{general} gives the result:
\begin{align}
\Delta_0={}&a\left[\frac{(8\pi P/\varepsilon)^2}{\mu}\right]^{1/3}
+kT\ln\left(e^{P/(DkT)}-1\right)\nonumber\\
&+\frac{8\pi d}{\varepsilon_i}P
+kT\ln\frac{\gamma P}{N_A-P}.
\label{main}
\end{align}
The four terms are the costs of confinement, subband filling, charging the gap, and site occupation. The logarithmic terms may be negative, since they include entropy.

Differentiation, with $E_0\propto P^{2/3}$, gives
\begin{equation}
\frac{d\Delta_0}{dP}=\frac{2E_0}{3P}
+\frac1{D\left(1-e^{-P/(DkT)}\right)}
+\frac{8\pi d}{\varepsilon_i}
+\frac{kT\,N_A}{P(N_A-P)} .
\label{response}
\end{equation}
Every term is positive. The right side of \eqref{main} rises from $-\infty$ at $P\to0$ to $+\infty$ at $P\to N_A$, so there is one root between these limits. The terms of \eqref{response} add like inverse capacitances in series; the largest one limits the response most.

\section{Limiting cases}

\textbf{Low temperature.} For $0<P<N_A$ and $kT\to0$, the site term vanishes and the filling term becomes $P/D$:
\begin{equation}
\Delta_0=E_0(P)+\left(\frac1D+\frac{8\pi d}{\varepsilon_i}\right)P .
\end{equation}
At small positive $\Delta_0$, confinement dominates because $P^{2/3}\gg P$ as $P\to0$. Solving $E_0=\Delta_0$ gives
\begin{equation}
P\simeq\frac{\varepsilon\sqrt\mu}{8\pi}\left(\frac{\Delta_0}{a}\right)^{3/2}.
\end{equation}
At larger $\Delta_0$ the linear terms take over, and $P$ approaches proportionality to $\Delta_0$, provided that the acceptors are not exhausted first.

\textbf{Exhausted acceptors.} Let $G(P)$ denote the first three terms of \eqref{main}. When $\Delta_0-G(N_A)\gg kT$ and the remaining $N_A-P$ is so small that $G'(N_A)(N_A-P)\ll kT$, setting $P\simeq N_A$ everywhere except in the difference gives
\begin{equation}
N_A-P\simeq\gamma N_A\,e^{-[\Delta_0-G(N_A)]/kT}.
\end{equation}
A deeper acceptor level then adds almost no holes; more sites are needed.

\section{The classical hole gas}

If the spacing of subbands is small compared with $kT$, the holes can be described by a local density. Put $\eta=(\mu_h-V)/kT$ and
\begin{equation}
n=N_V\mathcal F_{1/2}(\eta),\qquad
N_V=2\nu\left(\frac{\mu kT}{4\pi}\right)^{3/2},
\end{equation}
where $\mathcal F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty x^j\,dx/(1+e^{x-\eta})$. The gas pressure is $p=N_VkT\mathcal F_{3/2}(\eta)$. From $\mathcal F_{3/2}'=\mathcal F_{1/2}$ it follows that $p'=-nV'$. Multiplying Poisson's equation by $V'$ therefore gives
\begin{equation}
\frac{d}{dz}\left(\frac{V'^2}{2}-\frac{8\pi}{\varepsilon}p\right)=0 .
\end{equation}
Both terms vanish deep inside. At the surface $V'=8\pi P/\varepsilon$, and hence
\begin{equation}
\frac{4\pi P^2}{\varepsilon}=N_VkT\,\mathcal F_{3/2}(\mu_h/kT).
\label{classical}
\end{equation}
The electrostatic pull on the charge balances the gas pressure. Equation \eqref{classical} supplies another $\mu_h(P)$ for \eqref{general}.

In the dilute limit $\mathcal F_{3/2}\to e^{\mu_h/kT}$. If also $P\ll N_A$ and the gap drop is much smaller than $kT$, \eqref{general} becomes
\begin{equation}
\frac{\Delta_0}{kT}=\ln\frac{4\pi P^2}{\varepsilon kTN_V}
+\ln\frac{\gamma P}{N_A},
\quad
P^3=\frac{\varepsilon kTN_VN_A}{4\pi\gamma}e^{\Delta_0/kT}.
\end{equation}
The density then varies as $e^{\Delta_0/3kT}$. This limit is approached slowly as the acceptor level rises above the valence edge. With the other parameters of the example below and $\Delta_0=-11.5\,kT$, it gives a density still 19\% above that of a many-subband calculation for the half-space; the one-subband formula is then 34\% too low.

\section{Worked example}

The following are round model parameters: $\mu=0.5$, $\nu=3$, $\varepsilon=5.7$, $\varepsilon_i=2$, $d=6\,a_0$, $N_A=0.003\,a_0^{-2}$, $\gamma=1/2$, $\Delta_0=0.12$ Ry and $T=300$ K. Thus $kT=0.00190$ Ry and $D=3(0.5)/(2\pi)=0.2387\ \mathrm{Ry}^{-1}a_0^{-2}$.

Numerical root finding in \eqref{main} gives
\begin{equation}
P=8.06\times10^{-4}\,a_0^{-2}=2.9\times10^{13}\ \mathrm{cm}^{-2}.
\end{equation}
The intermediate quantities follow from this density:
\begin{align}
F&=8\pi(8.06\times10^{-4})/5.7=0.00355\ \mathrm{Ry}/a_0,\\
b&=[33(0.5)(0.00355)/16]^{1/3}=0.154\,a_0^{-1},\\
E_0&=5b^2/[4(0.5)]=0.0594\ \mathrm{Ry}.
\end{align}
The mean hole depth is $3/b=19.5\,a_0$. In practical units $\Delta_0=1.6$ eV, the surface field in the diamond is 9 MV/cm and the field in the gap is 26 MV/cm. The first is of the order of the bulk breakdown field of diamond, though it decays within a few nanometres. The second acts across about $0.3$ nm, where a constant $\varepsilon_i$ is only a model parameter. The gap term is $8\pi(6)P/2=0.0608$ Ry. With $P/(DkT)=1.78$, the filling term is $0.0030$ Ry. With $P/N_A=0.269$, the site term is $kT\ln[0.5(0.269)/0.731]=-0.0032$ Ry. The budget closes:
\begin{equation}
0.0594+0.0030+0.0608-0.0032=0.1200\ \mathrm{Ry}.
\end{equation}
Confinement and gap charging each take about half of the available energy. Although 73\% of the acceptors remain neutral, the transfer has stopped, because the initial energy advantage has been used up. The electrostatic energies in the diamond and the gap take $0.108$ Ry of it and the kinetic energy of confinement takes $0.012$ Ry, while the filling and site terms nearly cancel.

In the order of \eqref{response}, the inverse response in $\mathrm{Ry}\,a_0^2$ is
\begin{equation}
49.2+5.0+75.4+3.2=132.8 .
\end{equation}
The gap contributes 57\% and confinement 37\%. The slope $dP/d\Delta_0=1/132.8=0.00753\ \mathrm{Ry}^{-1}a_0^{-2}$ corresponds to a local power law with exponent $0.12(0.00753)/(8.06\times10^{-4})=1.12$. This lies between the low-temperature exponents $3/2$ and $1$.

The effect of distance follows by differentiating \eqref{main} at fixed $\Delta_0$:
\begin{equation}
\frac{\partial P}{\partial d}
=-\frac{8\pi P/\varepsilon_i}{d\Delta_0/dP}
=-\frac{0.0101}{132.8}=-7.6\times10^{-5}\,a_0^{-3}.
\end{equation}
Moving the acceptors away by one Bohr radius thus removes about 9\% of the holes.

\subsection*{Comparison with other treatments of the holes}

The classical closure \eqref{classical}, with all other parameters unchanged, gives $P=1.17\times10^{-3}\,a_0^{-2}$ and $\mu_h=0.0337$ Ry. The quantum closure already needs $\mu_h=0.0594+0.0030=0.0624$ Ry at its smaller density. The main reason is electrostatic. A classical gas is densest at the wall, whereas the wave function must vanish there, so the quantum charge sits deeper, at a higher electrostatic energy. At $P=8.06\times10^{-4}a_0^{-2}$ the mean electrostatic energy per hole is $0.012$ Ry in the classical gas and $0.048$ Ry in the subband. In the classical model more charge therefore crosses before equilibrium is reached.

A many-subband Hartree calculation removes both the trial function and the restriction to one subband. It used finite differences, sixteen subbands and a film $200\,a_0$ thick with hard walls and no field at its back face. The potential, subband occupations and acceptor charge were iterated to consistency. Densities are in $10^{-3}a_0^{-2}$:
\begin{center}
\begin{tabular}{cccc}
$\Delta_0$ (Ry) & Eq.~\eqref{main} & many subbands & lowest-subband share\\
0.08 & 0.515 & 0.519 & 97.3\%\\
0.12 & 0.806 & 0.813 & 98.5\%\\
0.20 & 1.435 & 1.446 & 99.3\%
\end{tabular}
\end{center}
The formula is low by less than 1\% relative to this calculation in all three cases. The densities are unchanged for a half-space, but the shares depend on the film thickness and fall to 97.0\%, 98.3\% and 99.2\%. At $\Delta_0=0.12$ Ry, replacing $a$ by its numerical value $1.995$ in \eqref{main} gives $0.813$ and removes nearly all the difference. The classical density is 44\% above the many-subband one.

\section{Where the result fails}

\textbf{Too few or too many holes.} In the film at $\Delta_0=0.12$ Ry the first subband spacing is $0.0105$ Ry, or $5.5\,kT$; in a half-space it is $0.0109$ Ry. It shrinks as $P$ falls, and higher subbands then hold a growing share of the holes. Many-subband calculations for the half-space, with only $\Delta_0$ changed, show that \eqref{main} is low by 3\% at $P=6\times10^{-5}a_0^{-2}$, by 10\% at $2\times10^{-5}a_0^{-2}$ and by 34\% at $5\times10^{-6}a_0^{-2}$, where the spacing is $0.7\,kT$. The classical closure is still 61\% high at the first of these densities and 11\% high at the last. At high density the filling energy $P/D$ grows faster than the spacing, so higher subbands must eventually be occupied as well. The example does not reach this regime: even $N_A/D=0.0126$ Ry is below the spacing of $0.014$ Ry found at $\Delta_0=0.20$ Ry.

\textbf{Spread of acceptor depths.} In the example the electron energy changes across the gap by $0.0101$ Ry per Bohr radius, about $5\,kT$. Sites at different distances can therefore have very different occupations. A thick acceptor layer needs its own Poisson equation, with \eqref{general} replaced by a local occupation at each depth.

\textbf{Lateral structure.} The mean spacing of charged acceptors is about $P^{-1/2}=35\,a_0$, compared with a mean separation $d+3/b=25\,a_0$ between acceptor and hole charge. Lateral uniformity is thus an approximation, not a consequence of dense charge, and its error can be large. Charged acceptors repel one another by many $kT$ at this spacing and tend to keep apart, which the uniform sheet ignores. In the ideal case of a square array above uniform hole charge, with permittivity $\varepsilon_i$ everywhere outside the diamond, this lowers the cost of charging one more acceptor by about $0.06$ Ry at the example's density, as much as the entire gap term. The attraction of each charged acceptor to its own image is here counted in $\chi_A$. Added to \eqref{main}, this term nearly doubles the density of the example, to $1.6\times10^{-3}a_0^{-2}$. Disorder changes these values. The density in the example is therefore a mean-field result, not a quantitative prediction for a real acceptor layer. Potential fluctuations can localize holes, and the equilibrium density alone does not determine conductivity.

\textbf{Omitted interactions and band structure.} The model leaves out exchange, correlation, self-image forces, penetration into the barrier, band warping and spin--orbit splitting. In the example, first-order estimates with the trial function held fixed give $-0.009$ Ry for exchange at $T=0$ and $+0.003$ Ry for the self-image of a hole, which shift $P$ by about $+8\%$ and $-3\%$. The equal isotropic bands stand in for valence bands whose masses differ and depend on direction, so that confinement splits them. Charged background dopants would alter both neutrality and the field inside the diamond. The agreement with the many-subband calculation measures the quality of the closure within the same Hartree model; it does not measure the size of these omissions.
